# The Meir-Wingreen current formula and its reduction to the Caroli-Landauer transmission

## What dimensions and symmetry say

Two electron reservoirs, L and R, exchange electrons through a small central region. Let $J_L$ be the number of electrons leaving L per unit time. A rate built from energies and Planck's constant has the form

$$J_L=\frac1h\int dE\,(\text{dimensionless function of }E).$$

For independent electrons that conserve their energy, each electron leaving L at energy $E$ contributes in proportion to the occupation $f_L(E)$, and each one arriving from R in proportion to $f_R(E)$. Equal occupations must give no current, so the function is $(f_L-f_R)\,T(E)$.

An electron passes from lead state $k$ to lead state $q$ with an amplitude containing one coupling into the centre, one propagator $G$ across it and one coupling out. The probability is the squared modulus, summed over $k$ and $q$. The couplings then occur in pairs, as matrices $\Gamma_L$ and $\Gamma_R$ with the dimension of energy, while $G$ has the dimension of inverse energy. Written as a trace, the summed squared modulus is dimensionless and does not depend on the choice of central orbitals:

$$T\propto\mathrm{Tr}[\Gamma_L G\,\Gamma_R G^\dagger].$$

This argument leaves the numerical factor open and says nothing about interacting electrons. Two derivations settle the factor, and the first also covers interactions in the centre.

## Model and conventions

The Hamiltonian is

$$H=\sum_k\varepsilon_k c_k^\dagger c_k+H_C+\sum_{kn}\left(V_{kn}c_k^\dagger d_n+V_{kn}^*d_n^\dagger c_k\right).$$

Here $k$ runs over the states of both leads and $n$ over orthonormal central orbitals. The leads are noninteracting and not coupled directly to each other. $H_C$ conserves the electron number and may contain interactions.

Until time $t_0$ the three parts are separate. Each lead is in equilibrium with its own Fermi function, and the centre has some number-conserving state. The coupling acts from $t_0$ on. I take the leads to be infinite, so that their levels form continua, and then let $t_0\to-\infty$, assuming that a steady state is reached.

The Green's functions of the centre are

$$G^R_{nm}(t,s)=-i\theta(t-s)\langle\{d_n(t),d_m^\dagger(s)\}\rangle,\qquad G^<_{nm}(t,s)=i\langle d_m^\dagger(s)d_n(t)\rangle .$$

In the steady state they depend on $\tau=t-s$, and $G(E)=\int(d\tau/\hbar)\,e^{iE\tau/\hbar}G(\tau)$. In energy space $G^A=(G^R)^\dagger$. The coupling to lead $\alpha$ enters through

$$\Sigma^R_{\alpha,mn}(E)=\sum_{k\in\alpha}\frac{V_{km}^*V_{kn}}{E-\varepsilon_k+i0},\qquad \Gamma_\alpha=i(\Sigma^R_\alpha-\Sigma^A_\alpha).$$

Since $1/(x+i0)-1/(x-i0)=-2\pi i\,\delta(x)$,

$$\Gamma_{\alpha,mn}(E)=2\pi\sum_{k\in\alpha}V_{km}^*V_{kn}\,\delta(E-\varepsilon_k).$$

The charge current is quoted as $I=eJ_L$ with $e>0$. The conventional electric current runs opposite to this electron flow.

## First derivation: correlation functions

### The current at finite time

With $N_L=\sum_{k\in L}c_k^\dagger c_k$, the Heisenberg equation gives $J_L=-d\langle N_L\rangle/dt=(i/\hbar)\langle[N_L,H]\rangle$. Only the coupling changes $N_L$: $[N_L,c_k^\dagger d_n]=c_k^\dagger d_n$ and $[N_L,d_n^\dagger c_k]=-d_n^\dagger c_k$. The two resulting terms are complex conjugates, so

$$J_L(t)=-\frac2\hbar\,\mathrm{Im}\sum_{k\in L,n}V_{kn}\langle c_k^\dagger(t)d_n(t)\rangle. \tag{1}$$

The lead operator can be eliminated even when the centre interacts, because $c_k$ commutes with $H_C$. Its adjoint obeys

$$\frac{d}{ds}c_k^\dagger(s)=\frac i\hbar\Big[\varepsilon_kc_k^\dagger(s)+\sum_mV_{km}^*d_m^\dagger(s)\Big].$$

Multiplying by $e^{-i\varepsilon_ks/\hbar}$ removes the first term on the right. Integration from $t_0$ to $t$ then gives

$$e^{-i\varepsilon_kt/\hbar}c_k^\dagger(t)-e^{-i\varepsilon_kt_0/\hbar}c_k^\dagger(t_0)=\frac i\hbar\int_{t_0}^tds\,e^{-i\varepsilon_ks/\hbar}\sum_mV_{km}^*d_m^\dagger(s). \tag{2}$$

Solve (2) for $c_k^\dagger(t)$, multiply by $d_n(t)$ from the right and average. With $\langle d_m^\dagger(s)d_n(t)\rangle=-iG^<_{nm}(t,s)$,

$$\langle c_k^\dagger(t)d_n(t)\rangle=e^{i\varepsilon_k(t-t_0)/\hbar}\langle c_k^\dagger(t_0)d_n(t)\rangle+\frac1\hbar\int_{t_0}^tds\,e^{i\varepsilon_k(t-s)/\hbar}\sum_mV_{km}^*G^<_{nm}(t,s). \tag{3}$$

The first average contains the initial lead state. The initial density operator $\rho$ contains the factor $e^{-xc_k^\dagger c_k}$ with $x=(\varepsilon_k-\mu_L)/k_BT$, where $T$ is here the temperature. Therefore $\rho c_k^\dagger=e^{-x}c_k^\dagger\rho$. For any operator $X$, cyclicity of the trace gives $\langle c_k^\dagger X\rangle=e^{-x}\langle Xc_k^\dagger\rangle$, or $\langle Xc_k^\dagger\rangle=e^x\langle c_k^\dagger X\rangle$. Adding $\langle c_k^\dagger X\rangle$ to both sides,

$$\langle c_k^\dagger X\rangle=\frac{1}{e^x+1}\langle\{X,c_k^\dagger\}\rangle=f_L(\varepsilon_k)\langle\{X,c_k^\dagger\}\rangle. \tag{4}$$

Here $c_k^\dagger$ is taken at $t_0$ and $X=d_n(t)$. To find the anticommutator, solve (2) for $c_k^\dagger(t_0)$ and use $\{d_n(t),c_k^\dagger(t)\}=0$:

$$\langle\{d_n(t),c_k^\dagger(t_0)\}\rangle=\frac1\hbar\int_{t_0}^tds\,e^{-i\varepsilon_k(s-t_0)/\hbar}\sum_mV_{km}^*G^R_{nm}(t,s). \tag{5}$$

The factor $-i$ from solving (2) has been absorbed in $G^R$. Inserting (4) and (5) in (3), and the result in (1), gives

$$J_L(t)=-\frac{2}{\hbar^2}\mathrm{Im}\sum_{k\in L}\sum_{nm}\int_{t_0}^tds\,V_{km}^*V_{kn}e^{i\varepsilon_k(t-s)/\hbar}\left[f_L(\varepsilon_k)G^R_{nm}(t,s)+G^<_{nm}(t,s)\right]. \tag{6}$$

No property of $H_C$ beyond number conservation has been used, and (6) holds during the transient as well.

### The steady state

Now let $t_0\to-\infty$. By the definition of $\Gamma_L$, the sum over lead states becomes $\int(dE/2\pi)\,\Gamma_{L,mn}(E)e^{iE\tau/\hbar}$. The time integral of $G^R$ is the full transform $G^R(E)$, since $G^R$ vanishes for $\tau<0$. That of $G^<$ is a half transform,

$$K(E)=\int_0^\infty\frac{d\tau}\hbar e^{iE\tau/\hbar}G^<(\tau).$$

Hence

$$J_L=-\frac2\hbar\int\frac{dE}{2\pi}\,\mathrm{Im}\,\mathrm{Tr}\,\Gamma_L\left[f_LG^R+K\right].$$

Because $\Gamma_L$ is Hermitian, $\mathrm{Im}\,\mathrm{Tr}\,\Gamma_LM=\mathrm{Tr}\,\Gamma_L(M-M^\dagger)/(2i)$ for any matrix $M$. For $M=G^R$ the difference is $G^R-G^A$. For $M=K$, the definition of $G^<$ gives $G^<(\tau)^\dagger=-G^<(-\tau)$, so $-K^\dagger$ is the part of the transform from negative $\tau$, and $K-K^\dagger=G^<(E)$. With $-2/(2i)=i$ and $2\pi\hbar=h$,

$$\boxed{J_L=\frac ih\int dE\,\mathrm{Tr}\,\Gamma_L\left\{G^<+f_L(G^R-G^A)\right\}} \tag{7}$$

This is the Meir-Wingreen formula. With the spectral function $A=i(G^R-G^A)$ the integrand is $f_L\mathrm{Tr}\,\Gamma_LA-\mathrm{Tr}\,\Gamma_L(-iG^<)$. With $A$ and $G^<$ kept at their actual values, the first term is the inflow without Pauli blocking in the centre, and the second is the outflow without Pauli blocking in the lead. In an interacting centre $A$ itself depends on the occupations. With Pauli blocking and $n=-iG^<$, the inflow is $f_L\mathrm{Tr}\,\Gamma_L(A-n)$ and the outflow $(1-f_L)\mathrm{Tr}\,\Gamma_Ln$. The blocking terms $f_L\mathrm{Tr}\,\Gamma_Ln$ cancel in the difference.

### Noninteracting centre

Let $H_C=\sum_{nm}h_{nm}d_n^\dagger d_m$. Differentiating $G^R$ with respect to $t$ gives a delta function from $\theta(t-s)$ and, through $d_n$, a coupling to the mixed function $G^R_{km}$ with $c_k$ in place of $d_n$. In energy space

$$EG^R_{nm}=\delta_{nm}+\sum_{l}h_{nl}G^R_{lm}+\sum_kV_{kn}^*G^R_{km},\qquad (E-\varepsilon_k+i0)G^R_{km}=\sum_lV_{kl}G^R_{lm}.$$

Eliminating $G^R_{km}$ yields

$$G^R=[E-h-\Sigma_L^R-\Sigma_R^R]^{-1}. \tag{8}$$

Next comes $G^<$. The equations of motion are now linear, so $d_n(t)$ is a linear combination of the operators at $t_0$, and the coefficient of $c_k(t_0)$ is the anticommutator in (5). For $t_0\to-\infty$ this coefficient becomes $e^{-i\varepsilon_k(t-t_0)/\hbar}[G^R(\varepsilon_k)v_k]_n$, where $v_k$ is the column with elements $V_{kn}^*$. The coefficient of $d_m(t_0)$ is $iG^R_{nm}(t,t_0)$. It decays if there are no bound states, which I assume. The initial lead occupations then give

$$G^<(\tau)=i\sum_kf_k\,e^{-i\varepsilon_k\tau/\hbar}\,G^R(\varepsilon_k)v_kv_k^\dagger G^A(\varepsilon_k),$$

where $f_k$ is the occupation in the lead to which $k$ belongs. The transform of the exponential is $2\pi\delta(E-\varepsilon_k)$, and therefore

$$G^<=iG^R(f_L\Gamma_L+f_R\Gamma_R)G^A. \tag{9}$$

The last ingredient follows from (8). Subtracting the inverses gives $(G^A)^{-1}-(G^R)^{-1}=\Sigma^R-\Sigma^A=-i(\Gamma_L+\Gamma_R)$. Multiplying by $G^R$ on the left and $G^A$ on the right,

$$G^R-G^A=-iG^R(\Gamma_L+\Gamma_R)G^A. \tag{10}$$

Put (9) and (10) into (7). The factor $i$ in front turns the braces into

$$G^R\left[-f_L\Gamma_L-f_R\Gamma_R+f_L\Gamma_L+f_L\Gamma_R\right]G^A=(f_L-f_R)\,G^R\Gamma_RG^A .$$

The terms in which an electron returns to L cancel, and

$$\boxed{J_L=\frac1h\int dE\,(f_L-f_R)\,T(E),\qquad T=\mathrm{Tr}[\Gamma_LG^R\Gamma_RG^A]} \tag{11}$$

## Second derivation: counting transmitted electrons

For noninteracting electrons one can follow each initially occupied orbital by itself, without correlation functions. The mean number of electrons in a lead is the sum, over initial orbitals, of their occupation times the probability of being found in that lead.

Take an electron that starts in state $k$ of lead L. Let $a$ be the column of its amplitudes in the centre and $b_q$ its amplitude in lead state $q$. The Schrödinger equation reads

$$i\hbar\dot a=ha+\sum_qv_qb_q,\qquad i\hbar\dot b_q=\varepsilon_qb_q+v_q^\dagger a .$$

After the transient the central amplitudes vary as $e^{-iEt/\hbar}$ with $E=\varepsilon_k$. Let $a$ and $b_q$ now denote the amplitudes with this factor removed, so that $a$ is constant. A lead state that was initially empty is filled by the centre. Integrating its equation over the time $\tau=t-t_0$ gives $b_q=v_q^\dagger a\,(1-e^{ix\tau/\hbar})/x$ with $x=E-\varepsilon_q$, plus a term proportional to $e^{ix\tau/\hbar}$ that is left by the transient and is regular at $x=0$. A single $b_q$ therefore does not become constant: it keeps oscillating, and at $x=0$ it grows, which is how the probability in the lead increases. Below, $b_q$ is needed only linearly, in sums over $q$ with a smooth coupling. In such sums the oscillating terms average out for large $\tau$ and $\sin(x\tau/\hbar)/x\to\pi\delta(x)$, so $(1-e^{ix\tau/\hbar})/x$ acts as $1/(x+i0)$ and $b_q$ may be replaced by the retarded solution

$$b_q=\frac{v_q^\dagger a}{E-\varepsilon_q+i0}.$$

The initial state has in addition the incoming amplitude 1. Inserting both in the central equation gives $(E-h-\Sigma_L^R-\Sigma_R^R)\,a=v_k$, so $a=G^R(E)v_k$. Here $G^R$ appears as the inverse matrix that solves a wave equation.

The probability in lead R grows at the rate

$$\frac{d}{dt}\sum_{q\in R}|b_q|^2=\frac2\hbar\,\mathrm{Im}\sum_{q\in R}b_q^*v_q^\dagger a=\frac2\hbar\,\mathrm{Im}\sum_{q\in R}\frac{|v_q^\dagger a|^2}{E-\varepsilon_q-i0}.$$

The $\varepsilon_q$ term drops out of the first equality because it contributes a real number to $b_q^*(\varepsilon_qb_q+v_q^\dagger a)$. The imaginary part of $1/(x-i0)$ is $\pi\delta(x)$, so the rate is $a^\dagger\Gamma_Ra/\hbar$. With $a=G^Rv_k$ this equals $\mathrm{Tr}[\Gamma_RG^Rv_kv_k^\dagger G^A]/\hbar$. Summing over the states of L with weight $f_L$, and using $\sum_{k\in L}v_kv_k^\dagger\delta(E-\varepsilon_k)=\Gamma_L/2\pi$, gives the flow from L to R:

$$J_{L\to R}=\frac1h\int dE\,f_L\,\mathrm{Tr}[\Gamma_RG^R\Gamma_LG^A].$$

Exchanging the labels gives $J_{R\to L}=(1/h)\int dE\,f_R\,\mathrm{Tr}[\Gamma_LG^R\Gamma_RG^A]$.

The two traces are equal even when $h$ and $V$ are complex, as in a magnetic field. Multiplying the difference of inverses by $G^A$ on the left and $G^R$ on the right gives $G^R-G^A=-iG^A(\Gamma_L+\Gamma_R)G^R$. Comparison with (10) shows that

$$\mathrm{Tr}\,\Gamma_LG^R(\Gamma_L+\Gamma_R)G^A=\mathrm{Tr}\,\Gamma_LG^A(\Gamma_L+\Gamma_R)G^R .$$

The terms with two factors $\Gamma_L$ agree by cyclicity. The remaining terms give $\mathrm{Tr}\,\Gamma_LG^R\Gamma_RG^A=\mathrm{Tr}\,\Gamma_LG^A\Gamma_RG^R=\mathrm{Tr}\,\Gamma_RG^R\Gamma_LG^A$.

In the steady state the central population is constant, so the net loss of L is $J_{L\to R}-J_{R\to L}$, which is (11). Electrons that start in L and return there never enter the count. In the first derivation the same processes appeared and cancelled.

## What each derivation assumes

Both derivations need noninteracting leads, no direct coupling between them, orthonormal orbitals and a steady state. Both routes to (11) also assumed that there are no bound states. An electron held in a bound state keeps a memory of the initial preparation, which adds a term to (9) and to the central density. A single bound state, with energy $E_b$ and central amplitudes $\phi$, leaves the steady current unchanged as long as $h$ is fixed and does not depend on the central density: its lead amplitudes $v_q^\dagger\phi/(E_b-\varepsilon_q)$ are normalisable only if $\phi^\dagger\Gamma_\alpha(E_b)\phi=0$, so its term drops out of (7). Two or more bound states can make the current oscillate indefinitely, and then no steady state is reached.

They part at the treatment of the centre. The second assigns a wave equation to each electron, and this step is lost once $H_C$ contains interactions. A mean-field treatment restores it, with the self-consistent steady potential included in $h$. The first derivation reaches (7) with interactions present, and they restrict it only at (8) and (9). Beyond mean field, electrons are also scattered inside the centre, and the lead self-energies alone no longer determine $G^<$. Formula (7) then remains valid, but $G^R$ and $G^<$ have to be found from the interacting problem.

The numerical check shows this division in a system of two central orbitals and two levels per lead, evolved in its full many-electron space. This finite system has no steady state and $G^R(t,t_0)$ does not decay, so the centre is started empty, which removes the contribution of the initial central state, and all quantities are evaluated at one time after the coupling is switched on. In dimensionless units with $\hbar=1$ and interaction strength $U=3$, the loss rate of the left lead at time 3 is 0.17152763, both from the change of $N_L$ and from the finite-time formula (6). Without interaction it is 0.21480963, again from both. The time-domain counterpart of (9) reproduces the central density matrix to rounding error at $U=0$. At $U=3$, even with the interacting $G^R$ inserted, its largest element error is 0.144, on a scale where a full orbital counts as 1.

Two limits help in reading (11). For a single level of energy $\varepsilon$ with real self-energy part $\Lambda$,

$$T=\frac{\Gamma_L\Gamma_R}{(E-\varepsilon-\Lambda)^2+(\Gamma_L+\Gamma_R)^2/4},$$

which reaches 1 at resonance for equal couplings. For a small difference $\mu_L-\mu_R=eV$ at one temperature, $f_L-f_R\approx eV(-\partial f/\partial E)$, and the conductance per spin is $(e^2/h)\int dE\,T(-\partial f/\partial E)$.

## Two sites between two chains

The example uses round model parameters. Each lead is a semi-infinite chain with site energy zero and hopping magnitude $t=2$ eV. The central sites have energies $0.1$ and $-0.1$ eV and are joined by the hopping $w=-0.2$ eV. Site 1 couples to the end of the left chain with $v_L=0.5$ eV, site 2 to the end of the right chain with $v_R=0.4$ eV. The chemical potentials are $\mu_L=0.1$ eV and $\mu_R=-0.1$ eV at 300 K. The bias enters through the occupations, and the bands are not shifted.

Removing the end site of a semi-infinite chain leaves the same chain, so the Green's function of the end site obeys $g=1/(E-t^2g)$. The retarded root, with negative imaginary part inside the band, is

$$g=\frac{E-i\sqrt{4t^2-E^2}}{2t^2}.$$

At $E=0$ it is $-i/t=-0.5i\ \mathrm{eV}^{-1}$. Then $\Sigma_L^R=v_L^2g=-0.125i$ eV and $\Sigma_R^R=v_R^2g=-0.080i$ eV, so the nonzero elements of $\Gamma_L$ and $\Gamma_R$ are 0.25 and 0.16 eV. The determinant of the matrix inverted in (8) is

$$D=(-0.1+0.125i)(0.1+0.08i)-0.04=-0.0600+0.0045i\ \mathrm{eV}^2.$$

With $G^R_{12}=w/D$,

$$|G^R_{12}|^2=\frac{0.04}{0.06^2+0.0045^2}=11.05\ \mathrm{eV}^{-2},\qquad T(0)=0.25\times0.16\times11.05=0.442 .$$

The Meir-Wingreen integrand gives the same flow as a difference. At $E=0$ the occupations are $f_L=0.9795$ and $f_R=0.0205$, and site 1 has $A_{11}=2.900\ \mathrm{eV}^{-1}$ and $-iG^<_{11}=1.146\ \mathrm{eV}^{-1}$. The inflow is $0.9795\times0.25\times2.900=0.710$ and the outflow $0.25\times1.146=0.286$. Their difference, 0.424, equals $(f_L-f_R)T(0)=0.959\times0.442$.

The transmission is not symmetric in energy: it is 0.922 at $-0.2$ eV and 0.646 at $+0.2$ eV, and its maximum is 0.927 near $-0.208$ eV. The imaginary part of $D$ explains this. If the self-energies keep their values at $E=0$, then in eV units

$$\mathrm{Im}\,D=0.08(E-0.1)+0.125(E+0.1)=0.205E+0.0045,$$

while $\mathrm{Re}\,D=E^2-0.06$ is even in $E$. The modulus of $D$ is therefore smaller on the negative side. With $T=\Gamma_L\Gamma_Rw^2/|D|^2$ this estimate gives 0.92 and 0.65 at the two energies.

Integrating over energy gives $\int dE\,T(f_L-f_R)=0.09901$ eV. With $e^2/h=38.740\ \mu\mathrm{A/V}$,

$$I=38.740\ \mu\mathrm{A/V}\times0.09901\ \mathrm V=3.836\ \mu\mathrm A$$

per spin, or $7.671\ \mu\mathrm A$ for both. The spectral weight inside the band is 1.000000 on each site, so no bound state has been missed.

A direct simulation supports the steady-state result. Two chains of 400 sites each are coupled to the empty centre at time zero, and the electrons in each lead are counted between 85.6 and 111.9 fs, before reflections from the far ends return. The left lead loses and the right lead gains charge at the rate $3.836\ \mu\mathrm A$ per spin, in agreement with (11).

## Numbers as computed

```
INTERACTING TEST (hbar = 1, dimensionless energies)
interaction U = 3.0, time after coupling = 3.0
-dN_L/dt, U=0: 0.21480963; formula: 0.21480963
-dN_L/dt, U=3: 0.17152763; formula: 0.17152763
largest error of lead-only G^<, U=0: 9.9e-16
largest error of lead-only G^<, U=3: 0.14382
WAVE-MATCHING TEST (3 orbitals, 2+2 channels, 3 energies)
largest transmission difference: 2.2e-16
largest Meir-Wingreen integrand difference: 6.7e-16
WORKED EXAMPLE: INPUTS
lead hopping magnitude = 2.00 eV
site energies = 0.10, -0.10 eV; site hopping = -0.20 eV
lead couplings v_L, v_R = 0.50, 0.40 eV
mu_L, mu_R = 0.10, -0.10 eV
temperature = 300 K; kT = 0.025852 eV
WORKED EXAMPLE: E = 0
Sigma_L^R = -0.1250 i eV; Sigma_R^R = -0.0800 i eV
Gamma_L = 0.2500 eV; Gamma_R = 0.1600 eV
determinant = -0.06000 +0.00450 i eV^2
|G_12|^2 = 11.04896 eV^-2; transmission = 0.441958
f_L = 0.979531; f_R = 0.020469
A_11 = 2.900352 eV^-1; -i G^<_11 = 1.145523 eV^-1
inflow = 0.710246; outflow = 0.286381 (dimensionless)
inflow - outflow = 0.423866 (dimensionless)
WORKED EXAMPLE: TRANSMISSION AND CURRENT
transmission at -0.4 eV = 0.111626
transmission at -0.2 eV = 0.921877
transmission at +0.2 eV = 0.646350
transmission at +0.4 eV = 0.102523
maximum transmission = 0.92714 at -0.2080 eV
spectral weight of sites 1, 2 = 1.000000, 1.000000
integral of T (f_L - f_R) = 0.0990094 eV
e^2/h = 38.74046 microampere per volt
current per spin = 3.83567 microampere
current, both spins = 7.67134 microampere
FINITE-CHAIN EVOLUTION
sites per lead = 400; window = 85.57 to 111.90 fs
current out of left lead = 3.83567 microampere per spin
current into right lead = 3.83567 microampere per spin
```
